# Why a current-driven skyrmion runs straight when β equals α

**Q.** I drive a skyrmion with an in-plane current. Its gyrovector is not zero, so I expect it to veer sideways. Why should it go straight when the nonadiabatic coefficient $\beta$ equals the Gilbert damping $\alpha$?

**A.** Because the net gyroforce depends on the skyrmion's velocity relative to the drifting spins, not on its velocity in the laboratory. When $\beta=\alpha$, the skyrmion moves at the drift velocity, and the relative velocity is zero. The gyrovector is still there, but it has nothing to act on.

This holds for a uniform current in a film without pinning, edges or field gradients, and without spin-orbit torque. "Straight" means along the line of the current.

**Q.** Which equation of motion do you assume?

**A.** For the unit magnetization $\mathbf m(\mathbf r,t)$, uniform through the film thickness $t_f$, I take

$$\partial_t\mathbf m=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\partial_t\mathbf m-(\mathbf u\cdot\nabla)\mathbf m+\beta\,\mathbf m\times(\mathbf u\cdot\nabla)\mathbf m .$$

Here $\gamma>0$, and $\mathbf B$ is the effective field, defined by $\delta E/\delta\mathbf m=-M_st_f\mathbf B$ for the magnetic energy $E$. The third term is the adiabatic torque and the fourth the nonadiabatic one. The drift velocity is $\mathbf u=-P\mu_B\mathbf j/(eM_s)$, with $e>0$, spin polarization $P$ and conventional current density $\mathbf j$. For $P>0$ it points along the electron flow. It is the current of magnetic moment divided by $M_s$, and in general not the mean velocity of the conduction electrons.

**Q.** How do you get from there to forces on a skyrmion?

**A.** Let the texture move without changing shape: $\mathbf m=\mathbf m(\mathbf r-\mathbf R(t))$ with $\mathbf v=d\mathbf R/dt$. The chain rule gives $\partial_t\mathbf m=-(\mathbf v\cdot\nabla)\mathbf m$. Insert this and move the adiabatic term to the left:

$$(\mathbf a\cdot\nabla)\mathbf m=-\gamma\,\mathbf m\times\mathbf B+\mathbf m\times(\mathbf c\cdot\nabla)\mathbf m,\qquad \mathbf a=\mathbf u-\mathbf v,\quad \mathbf c=\beta\mathbf u-\alpha\mathbf v .$$

Take $\mathbf m\times$ of both sides. For any vector $\mathbf X$, $\mathbf m\times(\mathbf m\times\mathbf X)=\mathbf m(\mathbf m\cdot\mathbf X)-\mathbf X$, and $\mathbf m\cdot\partial_j\mathbf m=0$ because $|\mathbf m|=1$. Hence

$$\mathbf m\times(\mathbf a\cdot\nabla)\mathbf m=-\gamma\,\mathbf m(\mathbf m\cdot\mathbf B)+\gamma\mathbf B-(\mathbf c\cdot\nabla)\mathbf m .$$

Now take the scalar product with $\partial_i\mathbf m$. The term along $\mathbf m$ drops out. On the left, a cyclic exchange gives $\partial_i\mathbf m\cdot(\mathbf m\times\partial_j\mathbf m)=-\mathbf m\cdot(\partial_i\mathbf m\times\partial_j\mathbf m)$. With summation over $j$,

$$-\mathbf m\cdot(\partial_i\mathbf m\times\partial_j\mathbf m)\,a_j=\gamma\mathbf B\cdot\partial_i\mathbf m-(\partial_i\mathbf m\cdot\partial_j\mathbf m)\,c_j .$$

Integrate over the film plane, using

$$Q=\frac1{4\pi}\int\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,d^2r,\qquad D_{ij}=\int\partial_i\mathbf m\cdot\partial_j\mathbf m\,d^2r .$$

The left side becomes $-4\pi Q\,\epsilon_{ij}a_j$, with $\epsilon_{xy}=1=-\epsilon_{yx}$.

For the field term, a displacement changes $\mathbf m$ by $\partial\mathbf m/\partial R_i=-\partial_i\mathbf m$. Therefore

$$\frac{\partial E}{\partial R_i}=\int(-M_st_f\mathbf B)\cdot(-\partial_i\mathbf m)\,d^2r=M_st_f\int\mathbf B\cdot\partial_i\mathbf m\,d^2r .$$

With the force $\mathbf F=-\partial E/\partial\mathbf R$ and $\mathbf f=\gamma\mathbf F/(M_st_f)$, the integrated field term is $-f_i$. The balance reads $-4\pi Q\,\epsilon_{ij}a_j=-f_i-D_{ij}c_j$.

Finally, $-\epsilon_{ij}a_j=(\hat{\mathbf z}\times\mathbf a)_i$. Writing $\mathbf G=G\hat{\mathbf z}$ with $G=4\pi Q$, we obtain

$$\mathbf G\times(\mathbf u-\mathbf v)+D(\beta\mathbf u-\alpha\mathbf v)+\mathbf f=0 .$$

This is the Thiele equation with current. Multiplication by $M_st_f/\gamma$ turns each term into a force in newtons.

**Q.** I see that $\mathbf v=\mathbf u$ solves it when $\beta=\alpha$ and $\mathbf f=0$. Could there be another solution, with deflection?

**A.** No. Write $\mathbf v=\mathbf u+\mathbf w$, so that $\mathbf w$ is the slip relative to the drift. Then $\mathbf u-\mathbf v=-\mathbf w$ and $\beta\mathbf u-\alpha\mathbf v=(\beta-\alpha)\mathbf u-\alpha\mathbf w$. Without an external force,

$$\mathbf G\times\mathbf w+\alpha D\mathbf w=(\beta-\alpha)D\mathbf u .$$

The source of slip on the right is the mismatch of the two drag coefficients. $\mathbf G$ appears only on the left, where it decides how the skyrmion responds to that source. The matrix acting on $\mathbf w$ is

$$\begin{pmatrix}\alpha D_{xx}&\alpha D_{xy}-G\\ \alpha D_{xy}+G&\alpha D_{yy}\end{pmatrix},$$

and its determinant is $\alpha^2(D_{xx}D_{yy}-D_{xy}^2)+G^2$. The bracket is not negative, by the Cauchy–Schwarz inequality, and $G^2>0$. The matrix is therefore invertible, and a zero right-hand side forces $\mathbf w=0$, for a round skyrmion or a distorted one.

**Q.** In the laboratory the skyrmion does move, so the sideways force $-\mathbf G\times\mathbf v$ must exist. What holds it back?

**A.** The current does. Take a round skyrmion, for which $D$ acts as a plain number. The adiabatic torque contributes $+\mathbf G\times\mathbf u$, also sideways, and at $\mathbf v=\mathbf u$ the two cancel. Along the track, the nonadiabatic push $\beta D\mathbf u$ cancels the damping drag $-\alpha D\mathbf v$. The two balances close separately.

Now set $\beta=0$. The drag has lost its partner, and only the gyroforce can balance it:

$$\mathbf G\times(\mathbf u-\mathbf v)=\alpha D\mathbf v .$$

The left side is perpendicular to the slip, so the slip must be perpendicular to $\mathbf v$. That is the deflection: the slip across the skyrmion's path produces the gyroforce that balances the drag.

**Q.** How large is it for a general $\beta$?

**A.** Take a round skyrmion, so $D_{xx}=D_{yy}=D$ and $D_{xy}=0$, with $\mathbf u$ along $+x$. The slip equation has components

$$\alpha Dw_x-Gw_y=(\beta-\alpha)Du,\qquad Gw_x+\alpha Dw_y=0 .$$

The second gives $w_x=-\alpha Dw_y/G$. Inserted into the first, this yields $-(\alpha^2D^2+G^2)w_y/G=(\beta-\alpha)Du$, so

$$w_y=\frac{(\alpha-\beta)GD}{G^2+\alpha^2D^2}\,u,\qquad w_x=\frac{\alpha(\beta-\alpha)D^2}{G^2+\alpha^2D^2}\,u .$$

Adding $u$ to $w_x$ gives $v_x$, and $v_y=w_y$:

$$v_x=\frac{G^2+\alpha\beta D^2}{G^2+\alpha^2D^2}\,u,\qquad \tan\theta=\frac{v_y}{v_x}=\frac{(\alpha-\beta)GD}{G^2+\alpha\beta D^2}.$$

For a round skyrmion with $G\ne0$, deflection vanishes only at $\beta=\alpha$. It changes sign there, and also when $Q$ changes sign.

At $\beta=0$, $\tan\theta=\alpha D/G$. Since $|\partial_x\mathbf m|^2+|\partial_y\mathbf m|^2\ge2|\partial_x\mathbf m\times\partial_y\mathbf m|$, integration gives $2D\ge8\pi|Q|$, or $D\ge|G|$. The tangent then has magnitude at least $\alpha$.

**Q.** What about a round texture with $Q=0$? It should also go straight.

**A.** It does while it stays round, but for a different reason. With $G=0$ and $\mathbf f=0$, the force balance leaves $\beta\mathbf u=\alpha\mathbf v$, so $\mathbf v=(\beta/\alpha)\mathbf u$. In that case there is no deflection at any $\beta$, but the speed depends strongly on $\beta/\alpha$. When $\beta\ne\alpha$, the inner and outer parts of the texture feel opposite gyroforces. A strong drive can then distort it, and its path may bend. A straight path alone therefore does not show that $\beta=\alpha$. At equality both textures also share the speed $u$.

**Q.** A real skyrmion can breathe and distort. Does your conclusion depend on rigidity?

**A.** Not at $\beta=\alpha$. The full equation then becomes

$$(\partial_t+\mathbf u\cdot\nabla)\mathbf m=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\partial_t+\mathbf u\cdot\nabla)\mathbf m .$$

Let $\mathbf m_0(\mathbf r,t)$ solve the equation without current, and try $\mathbf m(\mathbf r,t)=\mathbf m_0(\mathbf r-\mathbf ut,t)$. The chain rule gives $\partial_t\mathbf m=\partial_t\mathbf m_0-(\mathbf u\cdot\nabla)\mathbf m_0$, so the combined derivative of $\mathbf m$ is $\partial_t\mathbf m_0$. If the energy is unchanged by translation, $\mathbf B$ is shifted along with the texture. The driven equation reduces to the undriven one and is satisfied. A skyrmion at rest becomes one moving at $\mathbf u$, and a deforming skyrmion deforms as before while being carried along.

In a numerical test at $\alpha=\beta=0.3$, an oval skyrmion was evolved with and without current. Its magnetization components changed by up to 0.28 as it relaxed. The driven texture and the shifted undriven one differed by at most $10^{-7}$.

**Q.** And away from equality, can I trust the rigid formula?

**A.** It was compared with the full equation of motion at $\alpha=0.3$, where the slip is large enough to see clearly. For $\beta=0$ the simulation gave $\mathbf v/u=(0.893,-0.308)$ and the formula $(0.893,-0.309)$. For $\beta=0.6$ they gave $(1.107,0.308)$ and $(1.107,0.309)$. At $\beta=0.3$ both gave $(1.000,0.000)$ to the digits shown. These tests concern weakly deformed skyrmions; a drive strong enough to distort the texture needs the full equation when $\beta\ne\alpha$.

**Q.** Please put numbers on a film I could recognise.

**A.** I take a 20 nm film in the regime of the chiral metal FeGe, with rough typical values: exchange stiffness $A=9$ pJ/m, bulk chiral exchange $D_M=1.6$ mJ/m² and $M_s=0.38$ MA/m. I also assume an internal field of 0.40 T, $P=0.3$, $\alpha=0.1$ and a temperature of 100 K. The helix period is $4\pi A/D_M=70.7$ nm. The field lies slightly above $D_M^2/(2AM_s)=0.374$ T, which saturates the conical state of a bulk crystal, and I take the skyrmion as isolated in a saturated background. It is metastable there: in this model, uniform through the thickness, an isolated skyrmion costs energy above about 0.30 T.

The computed profile has radius 11.8 nm, measured where $m_z=0$, with $Q=-1$, $G=-12.57$ and $D=14.47$. At $j=10$ MA/cm², $u=4.57$ m/s. With all other parameters held fixed:

| $\beta$ | $v_x$ (m/s) | $v_y$ (m/s) | angle |
|---|---|---|---|
| 0 | 4.51 | −0.52 | −6.6° |
| 0.10 | 4.57 | 0.00 | 0° |
| 0.11 | 4.58 | 0.05 | 0.7° |
| 0.20 | 4.63 | 0.52 | 6.4° |

For $\beta=0$ the arithmetic is $\tan\theta=0.1\times14.47/(-12.57)=-0.115$, a sideways shift of 115 nm per micrometre of track.

The forces at $\beta=\alpha$ show that the net gyroforce vanishes by cancellation of two large parts. The current exerts a transverse gyroforce of $-2.48$ pN and the motion one of $+2.48$ pN. The drag terms are $+0.285$ and $-0.285$ pN along the track. The gyroforces are nearly nine times larger than the drags, yet an imbalance of the drags is what starts the deflection.

**Q.** If I push this skyrmion with something other than the current, does it still go straight?

**A.** In general, no. At $\beta=\alpha$ with a force, the slip obeys $\mathbf G\times\mathbf w+\alpha D\mathbf w=\mathbf f$. For $\mathbf f=f\hat{\mathbf x}$ the components are $\alpha Dw_x-Gw_y=f$ and $Gw_x+\alpha Dw_y=0$. Eliminating $w_y=-Gw_x/(\alpha D)$ gives

$$w_x=\frac{\alpha D}{G^2+\alpha^2D^2}\,f,\qquad w_y=-\frac{G}{G^2+\alpha^2D^2}\,f .$$

The response is mainly sideways when $\alpha D<|G|$. This was tested at $\alpha=\beta=0.3$ with a field increasing along the drift, which pushes the skyrmion backwards. In the units of the FeGe example the gradient was very steep, about 1.7 T/µm at the starting point, and the drift speed was 15 m/s. The simulated slip was $(-0.58,-1.66)u$, against $(-0.58,-1.67)u$ from the rigid equation. The same skyrmion that ran straight in a uniform film now moved mostly sideways. A gentler gradient turns it less: for the example film with $\alpha=\beta=0.1$, the rigid equation gives about 2° at 10 mT/µm along the track.

**Q.** Then what will spoil the straight path in my sample?

**A.** Pinning is the first concern. In this example, holding the skyrmion still takes a force of 2.49 pN, an energy slope of 0.156 eV per 10 nm. A much weaker force already matters. Suppose defects exert a steady force against the drift, $\mathbf f=-\alpha D\mathbf u$, here 0.285 pN, while $\beta=\alpha$. The force balance becomes

$$\mathbf G\times(\mathbf u-\mathbf v)+\alpha D(\mathbf u-\mathbf v)-\alpha D\mathbf u=\mathbf G\times(\mathbf u-\mathbf v)-\alpha D\mathbf v=0,$$

which is the equation for $\beta=0$ without defects. The skyrmion deflects by the same 6.6°. Friction of equal size directed against $\mathbf v$ instead would give nearly the same angle, 6.5°. A measured angle thus cannot be read as a value of $\beta$ until pinning has been excluded.

Heat adds scatter. The Einstein relation gives a diffusion coefficient $k_BT\,w_y/F_y$, where $w_y/F_y$ is the sideways mobility; at 100 K it is 289 µm²/s. During the 219 ns needed to travel 1 µm, the rms sideways displacement is $\sqrt{2\times289\times219\times10^{-9}}$ µm, or 11 nm. A 10% excess of $\beta$ over $\alpha$ shifts the path by the same amount, so a single passage cannot resolve it. The mean over many passages can.

The current's own magnetic field is a small effect near the middle of a 1 µm wide strip. Its gradient of 1.6 mT/µm turns the path by about 0.04°.

**Q.** How far is this model from a real FeGe film?

**A.** The helix period near 70 nm is realistic. The values of $\alpha$, $P$ and especially $\beta$ are much less certain, and nothing in the equation of motion forces $\beta$ to equal $\alpha$. The current density is high for a bulk crystal and belongs to narrow tracks. With an assumed resistivity of 200 µΩ cm and a substrate 0.5 mm thick conducting 100 W/(m K), steady heating of a 1 µm wide strip is roughly 10 K, without interface resistance. It grows almost in proportion to the width, to about 40 K at 5 µm.

The profile omits dipolar fields. Including them in the very-thin-film limit, at the same internal field far from the skyrmion, reduces the radius from 11.8 to 6.4 nm. It lowers $D$ by only 8%, and the angle at $\beta=0$ goes from $-6.6°$ to $-6.1°$. A 20 nm film is thicker than the skyrmion radius, so this limit overstates the dipolar effect. For the actual thickness, with the texture still uniform through the film, the radius becomes about 8.1 nm, $D$ falls by 5% and the angle at $\beta=0$ is $-6.2°$. The radius of 11.8 nm is thus about 45% too large for the film, while the angle is little affected. At $\beta=\alpha$ the angle remains zero, because $D$ drops out of $\mathbf v=\mathbf u$. Variation of the texture through the thickness has not been sized.

In a film on a heavy metal, spin-orbit torque adds a drive that this equation does not contain, and $\beta=\alpha$ is then no recipe for a straight track. A chiral crystal such as FeGe lacks inversion symmetry and allows a spin-orbit torque of its own, with polarization along the current. Its damping-like part pushes this skyrmion along the current. If its strength were $\beta uD_M/(2A)$, the example skyrmion would deflect by about 5° at $\beta=\alpha$, and by 0.5° at a tenth of that strength. Its actual size in FeGe has not been determined here. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
INPUT-DERIVED SCALES
helix period 4 pi A/Dmi = 70.7 nm
length unit = 11.25 nm, field unit = 0.374 T
reduced internal field = 1.069
skyrmion radius (m_z = 0) = 11.8 nm
Q = -1, G = -12.566, D = 14.467 (dimensionless)
D/(4 pi) = 1.151
drift speed u = 4.570 m/s
u / (length unit/time unit) = 0.0062
FULL EQUATION OF MOTION AGAINST RIGID FORMULA, alpha = 0.3
grid: G = -12.566, D_xx = 14.469, D_yy = 14.469
beta = 0.0: simulated v/u = (0.893, -0.308), rigid (0.893, -0.309)
beta = 0.3: simulated v/u = (1.000, -0.000), rigid (1.000, 0.000)
beta = 0.6: simulated v/u = (1.107, 0.308), rigid (1.107, 0.309)
deforming skyrmion: shape change 0.28, moving-frame error 1.0e-07
gradient, beta = alpha: simulated slip/u = (-0.582, -1.660)
gradient, beta = alpha: rigid slip/u = (-0.576, -1.669)
EXAMPLE, alpha = 0.10, u along +x
beta = 0.00: v = (4.510, -0.519) m/s, angle -6.57 deg, shift -115.1 nm per um
beta = 0.05: v = (4.540, -0.260) m/s, angle -3.27 deg, shift -57.2 nm per um
beta = 0.10: v = (4.570, 0.000) m/s, angle 0.00 deg, shift 0.0 nm per um
beta = 0.11: v = (4.576, 0.052) m/s, angle 0.65 deg, shift 11.3 nm per um
beta = 0.20: v = (4.630, 0.519) m/s, angle 6.40 deg, shift 112.2 nm per um
FORCES (x, y) in pN
beta = 0.10: G x u = (0.000, -2.479)
beta = 0.10: -G x v = (0.000, 2.479)
beta = 0.10: beta D u = (0.285, 0.000)
beta = 0.10: -alpha D v = (-0.285, 0.000)
beta = 0.00: G x u = (0.000, -2.479)
beta = 0.00: -G x v = (0.282, 2.446)
beta = 0.00: beta D u = (0.000, 0.000)
beta = 0.00: -alpha D v = (-0.282, 0.032)
NEGLECTED EFFECTS
thin-film dipolar limit: radius 6.4 nm, D = 13.322, angle at beta = 0: -6.05 deg
transit time over 1 um = 219 ns
thermal diffusion = 289 um^2/s, rms sideways = 11.3 nm
current's own field gradient = 1.60 mT/um, force 0.0155 pN
its effect at beta = alpha: speed change 0.62 %, angle size 0.041 deg
force needed to pin = 2.49 pN = 0.156 eV per 10 nm
steady Joule heating of a 1 um strip on a substrate = 9 K
```
